First-order eigenvalue changes and noise amplification in non-orthogonal bases, part 2

How far do small errors dH and dS in the Hamiltonian and overlap matrices shift the energy levels? The basis consists of M real, linearly independent orbitals χ_i, each normalized to one, so that S_ii = 1:

H_ij = ∫χ_i Ĥ χ_j d³r,  S_ij = ∫χ_i χ_j d³r.

The states ψ = Σ_i c_i χ_i, numbered upward in energy from n = 1, have real coefficient columns c_n (rows c_n^T) with

H c_n = ε_n S c_n,  c_m^T S c_n = δ_mn.

C is the square matrix with columns c_n. S has orthonormal eigenvectors u_k with positive eigenvalues s_k, the smallest being s_min. For a symmetric matrix B, ‖B‖ is the largest magnitude among its eigenvalues. To first order, a non-degenerate level shifts by

dε_n = c_n^T (dH − ε_n dS) c_n.

With the amplification factor A_n = c_n^T c_n = Σ_i c_i²,

|dε_n| ≤ A_n (‖dH‖ + |ε_n| ‖dS‖),

and for exact S the error dH = η c_n c_n^T/A_n, of norm η, gives the largest shift, η A_n. Also

Σ_n A_n = Tr S⁻¹ = Σ_k 1/s_k ≥ 1/s_min,

1/(M s_min) ≤ max A_n ≤ 1/s_min.

With S unchanged, the second-order shift of the lowest level is negative or zero. Adding a constant v to the Hamiltonian turns H into H + vS and ε_n into ε_n + v.

The hydrogen example has, in atomic units, Ĥ = −½∇² − 1/r and

χ_i = N_i exp(−a_i r²),  N_i = (2a_i/π)^(3/4).

With p = a_i + a_j, the nuclear attraction is

V_ij = −4π N_i N_j/(2p) = −2√(p/π) S_ij,

where 1/(2p) is the integral of r exp(−pr²) from zero to infinity. The kinetic energy is ½∫∇χ_i·∇χ_j d³r.

The output at the end also lists two earlier results: the derivative of the ratio-4 ground-state level with respect to ln a₃, where a₃ is the middle exponent, and a model of two equal orbitals with bonding state c₁ = c₂ and antibonding state c₁ = −c₂. Onsite and hopping are its diagonal and off-diagonal Hamiltonian elements.

The factor can be rewritten to show when it is large. Since S_ii = 1, the normalization gives

A_n = 1 − Σ_{i≠j} c_i c_j S_ij.

For orbitals with positive overlaps, a state whose coefficients all have the same sign has A_n ≤ 1. To first order, an error in H alone then shifts its level by no more than ‖dH‖. A factor above 1 requires coefficients of opposite sign, that is, a state built from differences of overlapping functions. All these numbers refer to normalized orbitals. Rescaling the orbitals changes S, the coefficients and the size of the matrix errors together.

The limit on the energy change is not restricted to first order when S is exact. It follows from the min-max principle: ε_n is the smallest value that the maximum of x^T H x/x^T S x can take on an n-dimensional space of columns x. To see this, take the space spanned by c₁ to c_n, where the maximum is ε_n. Any other n-dimensional space shares a nonzero column with the space spanned by c_n to c_M, because the two dimensions add up to M + 1. On that column the quotient is at least ε_n, so no space gives a smaller maximum.

Replacing H by H + dH changes the quotient by x^T dH x/x^T S x. Its magnitude is at most ‖dH‖ x^T x/(s_min x^T x), so every maximum, and with it every ordered eigenvalue, changes by at most

|Δε_n| ≤ ‖dH‖/s_min.

This holds for finite dH and for degenerate levels. If S also carries an error, one must first ensure that S + dS is still an overlap matrix. From x^T(S + dS)x ≥ (s_min − ‖dS‖) x^T x it is positive definite when ‖dS‖ < s_min. Beyond this limit a suitable error can give it a zero or negative eigenvalue, and the eigenvalue problem loses its meaning.

Among errors of the form dH = η w w^T with w^T w = 1, the one that moves the sum of all levels most is built from the eigenvector u of S that belongs to s_min, normalized to u^T u = 1. The equation H C = S C E, with the energies on the diagonal of E, gives S⁻¹H = C E C⁻¹. The sum of all energies is therefore Tr(S⁻¹H). For dH = η u u^T the energies change in total by

Σ_n Δε_n = η Tr(S⁻¹ u u^T) = η u^T S⁻¹ u = η/s_min,

without any restriction to small η. This error of norm η thus produces a total shift of η/s_min, although it may be spread over several levels. For any other unit column w the same calculation gives η w^T S⁻¹ w, whose magnitude is at most |η|/s_min because the largest eigenvalue of S⁻¹ is 1/s_min. For a single level n the worst direction to first order remains c_n, as found above.

Consider next noise that has no preferred direction. As a model, let the elements of dH be independent Gaussian random numbers with mean zero, with variance σ_H² off the diagonal and 2σ_H² on it. Such a matrix arises as (X + X^T)σ_H/√2 from a matrix X of independent standard normal numbers. Written out, the shift is

c^T dH c = Σ_i c_i² dH_ii + 2 Σ_{i<j} c_i c_j dH_ij.

The variances of independent terms add:

2σ_H² Σ_i c_i⁴ + 4σ_H² Σ_{i<j} c_i² c_j² = 2σ_H² (Σ_i c_i²)² = 2σ_H² A_n².

Noise in S of the same kind, with σ_S in place of σ_H and independent of the noise in H, enters multiplied by −ε_n. The root-mean-square shift is

rms(dε_n) = √2 A_n √(σ_H² + ε_n² σ_S²).

High levels suffer twice if both A_n and |ε_n| are large. The appearance of ε_n does not contradict the freedom to choose the energy zero. If the zero is moved by v, the noise in the new Hamiltonian matrix is dH + v dS, which is no longer independent of dS. The formula applies with the energy zero for which the two errors are independent.

The hydrogen atom with five normalized Gaussians exp(−a_i r²) puts numbers to this. The exponents form a geometric series about 1.5 Å⁻². The ratio of neighbouring exponents is 4, 3 or 2, so that the series runs from 0.094 to 24 Å⁻² in the first case and from 0.375 to 6 Å⁻² in the last. A smaller ratio makes neighbouring orbitals more alike:

ratio 4: s_min = 0.0683, 1/s_min = 14.6

ratio 3: s_min = 0.0239, 1/s_min = 41.8

ratio 2: s_min = 0.00172, 1/s_min = 581

The amplification factors of the five states, from the lowest level to the highest, are

ratio 4: 0.51, 1.71, 6.59, 7.15, 6.28

ratio 3: 0.41, 3.05, 13.9, 19.0, 18.2

ratio 2: 0.565, 20.4, 118, 213, 288

For ratio 2 they add up to 639, the trace of S⁻¹, and the largest lies between 1/(5 s_min) = 116 and 581. From ratio 4 to ratio 2 the inverse smallest overlap eigenvalue grows by a factor of 39.7, and the largest amplification factor by 40.2. In these three bases the largest factor is between 45 and 50 percent of its upper limit.

The ground state behaves differently. Its factor stays near one half while 1/s_min grows fortyfold. Its coefficients for ratio 3 are 0.071, 0.456, 0.427, 0.120 and 0.068, all positive, and all overlaps are positive, so A < 1 is guaranteed. For ratio 2 one coefficient is negative, −0.135, but the products c_i c_j S_ij still add up to a positive number. The ground state needs no large cancellation between orbitals in these bases. This is a property of the state and the basis together, and does not extend to every low-lying state: the second level already has a factor of 20 for ratio 2. Nor does it extend to every basis: with five orbitals about the same centre, the ground-state factor rises to 1.95 for ratio 1.8, 14.6 for ratio 1.6 and about 270 for ratio 1.4.

Among the levels above the ground state, only the second level of ratio 4 comes close to the level it approximates, the exact 2s energy of −3.40 eV. The second level of ratio 2 lies near the n = 4 energy of −0.85 eV only by accident: it approximates the 2s level and misses it by 2.6 eV. The second eigenvalue moves from −3.36 to −0.83 eV as the ratio falls from 4 to 2, because the narrower range of exponents lacks the diffuse functions that an excited state needs. The positive eigenvalues do not belong to bound states of hydrogen, which all have negative energies. Their columns serve here only as eigenvectors of the matrix problem.

Let the noise be σ_H = 10⁻⁶ eV and σ_S = 10⁻⁷. For the highest state of ratio 2, at 150.2 eV, the overlap noise contributes ε σ_S = 1.502 × 10⁻⁵ eV, fifteen times σ_H. The formula gives

√2 × 287.7 × √(1² + 15.021²) × 10⁻⁶ eV = 6.13 × 10⁻³ eV.

For the ground state at −13.42 eV it gives

√2 × 0.565 × √(1² + 1.342²) × 10⁻⁶ eV = 1.34 × 10⁻⁶ eV.

The ratio of the two shifts is about 4600. A factor of 509 comes from the amplification factors and a factor of 9 from the energies. Solving the eigenvalue problem for 4000 random pairs of noisy matrices gives rms shifts of 6.14 × 10⁻³ and 1.31 × 10⁻⁶ eV. An rms value from N Gaussian samples has a relative standard error of 1/√(2N), here 1.1 percent, so the second value lies about two standard errors below the formula.

First order is adequate here. The mean of the summed squares of all elements of dS is (2M + M(M − 1))σ_S² = 30σ_S², so ‖dS‖ is typically no larger than 5.5 × 10⁻⁷, far below s_min = 1.7 × 10⁻³.

Not every error in a matrix element is noise in this sense. Suppose that the error comes from a small change δV(r) of the potential, with S exact:

dH_ij = ∫χ_i δV χ_j d³r.

Inserting this into the first-order formula and carrying out the sums inside the integral gives

dε = Σ_ij c_i c_j ∫χ_i δV χ_j d³r = ∫ψ² δV d³r.

If |δV| is nowhere larger than some v, then |dε| ≤ v, because ψ is normalized. No factor 1/s_min appears. The earlier limit ‖dH‖/s_min still holds, but it can greatly overestimate the shift when s_min is small. For such an error |x^T dH x| ≤ v x^T S x for every x, so along the dangerous direction u the error is at most v s_min. This limit on the error is smallest where the amplification is largest. Independent errors in the separate elements have no such relation to S.

A radial integration grid supplies an example. Let the integrals over r be replaced by sums over the points r = h, 2h, 3h and so on, each with weight h. This is the trapezoid rule, since all the integrands vanish at r = 0. On one interval from 0 to h, two integrations by parts give

½ ∫ x(h − x) f″(x) dx = h[f(0) + f(h)]/2 − ∫ f(x) dx.

The right side is the error of the rule. For small h the second derivative is nearly constant across the interval, and ½∫x(h − x) dx = h³/12. Summing over all intervals gives, to leading order,

error = (h²/12) ∫₀^∞ f″(r) dr = −(h²/12) f′(0).

For the nuclear attraction f = r exp(−pr²), with p = a_i + a_j, and f′(0) = 1. The integral enters V_ij with the prefactor −4πN_iN_j, where N_i = χ_i(0). In atomic units, therefore,

dH_ij = (πh²/3) χ_i(0) χ_j(0),

dε = (πh²/3) ψ(0)².

The grid acts like a weak repulsive potential concentrated at the nucleus. Such a contact potential is not bounded, so the limit |dε| ≤ v does not apply, but the shift is again fixed by the normalized wavefunction, here through ψ(0)². The integrands of overlap and kinetic energy begin with r² and r⁴, so their first derivative vanishes at r = 0, and they have no error of order h².

For h = 0.02 Å the ground state shifts as follows, with the worst-case limit ‖dH‖/s_min beside it:

ratio 4: shift 0.00995 eV, limit 6.0 eV

ratio 3: shift 0.00899 eV, limit 7.9 eV

ratio 2: shift 0.00751 eV, limit 40 eV

The formula with ψ(0)² gives 0.00997, 0.00900 and 0.00752 eV. The small excess has the sign expected from second order, which lowers the lowest level when S is unchanged. As s_min falls by a factor of 40 the shift becomes smaller, because ψ(0)² is smaller in the narrower basis. None of the three shifts is converged with respect to the basis: the exact ψ(0)² = 1/π in atomic units gives h²/3 hartree = 0.0130 eV, and the three values lie 23 to 42 percent below it. The limit meanwhile rises, and for ratio 2 it exceeds the shift by a factor of more than 5000. It is a guarantee and not an estimate. Most of this factor is not due to the form of the error. With ‖dH‖ = 0.069 eV and A = 0.565, any error of this norm moves the ground state to first order by at most 0.039 eV. The form of the error shows in the strongly amplified states: for the highest state of ratio 2, A_n‖dH‖ is 20 eV, while the grid shifts it by only 0.069 eV.

If noise does limit a calculation, the basis can be reduced. Keep only those eigenvectors u_k of S whose eigenvalues are at least a chosen s_cut, and admit only columns x built from them. The derivation of the finite limit then holds with s_cut in place of s_min, for an error in H alone. The price follows from the same min-max principle. Fewer spaces are available for the minimum, so each remaining level stays where it is or rises. A threshold above s_min thus lowers the limit on the noise, but some noise remains, and a variational error that is never negative is added. For random noise with mean zero, the first-order shift also has mean zero, so the mean squared error of a level is the sum of the squared rms noise and the squared variational error. The threshold is worth applying only if this sum falls for the states of interest. The numerical output that follows lists the levels, amplification factors and rms shifts of all states in all three bases.

Numbers as computed

```
Ratio 4, ground-state derivative by ln(middle exponent):
 dH part 1.48922 eV, dS part -1.39943 eV
 sum 0.08978 eV, direct 0.08978 eV
Two orbitals: onsite -10.0 eV, hopping -9.5 eV
 overlap 0.9, s_min 0.100
 levels (bonding, antibonding): -10.2632 -5.0000 eV
 amplification A: 0.5263 10.0000
 hopping change 0.01 eV, shifts: 0.00526 -0.10000 eV
Hydrogen: 5 Gaussians, noise H 1e-06 eV, noise S 1e-07
 random draws 4000, radial grid spacing 0.02 angstrom
Exponent ratio 4: 0.0938 0.3750 1.5000 6.0000 24.0000 angstrom^-2
 s_min 6.8335e-02, 1/s_min 14.63, 1/(M s_min) 2.93
 trace of inverse S 22.24
 levels: -13.5634 -3.3606 4.8473 62.1058 348.0241 eV
 ground-state coefficients: -0.0106 0.4680 0.5190 0.1288 0.0354
 amplification A: 0.506 1.711 6.592 7.154 6.278
 rms shift, formula: 1.21e-06 2.55e-06 1.04e-05 6.36e-05 3.09e-04 eV
 rms shift, sampled: 1.20e-06 2.59e-06 1.03e-05 6.38e-05 3.13e-04 eV
 grid shift of ground state: first order 0.00997 eV
  direct 0.00995 eV, contact formula 0.00997 eV
  worst-case limit 6.035 eV
Exponent ratio 3: 0.1667 0.5000 1.5000 4.5000 13.5000 angstrom^-2
 s_min 2.3906e-02, 1/s_min 41.83, 1/(M s_min) 8.37
 trace of inverse S 54.50
 levels: -13.5370 -2.9192 8.8448 57.6264 229.9168 eV
 ground-state coefficients: 0.0705 0.4561 0.4272 0.1196 0.0675
 amplification A: 0.414 3.051 13.894 18.957 18.182
 rms shift, formula: 9.86e-07 4.49e-06 2.62e-05 1.57e-04 5.92e-04 eV
 rms shift, sampled: 9.95e-07 4.47e-06 2.58e-05 1.56e-04 5.84e-04 eV
 grid shift of ground state: first order 0.00900 eV
  direct 0.00899 eV, contact formula 0.00900 eV
  worst-case limit 7.877 eV
Exponent ratio 2: 0.3750 0.7500 1.5000 3.0000 6.0000 angstrom^-2
 s_min 1.7219e-03, 1/s_min 580.74, 1/(M s_min) 116.15
 trace of inverse S 639.09
 levels: -13.4249 -0.8268 16.3612 58.6886 150.2126 eV
 ground-state coefficients: 0.4166 0.0590 0.5648 -0.1352 0.2249
 amplification A: 0.565 20.383 117.877 212.572 287.693
 rms shift, formula: 1.34e-06 2.89e-05 3.20e-04 1.79e-03 6.13e-03 eV
 rms shift, sampled: 1.31e-06 2.86e-05 3.15e-04 1.79e-03 6.14e-03 eV
 grid shift of ground state: first order 0.00752 eV
  direct 0.00751 eV, contact formula 0.00752 eV
  worst-case limit 40.243 eV
```
